# Invisible mask changes and non-uniqueness in thin-mask inverse lithography, part 1

(Sections cited here and not found follow in the second part.)

## 1. The frequency limit and the masks it leaves undetermined

A projection scanner forms a reduced image of a mask on a wafer. Inverse lithography starts from the wanted image and seeks a mask that gives it. The lens, however, collects only the light diffracted within a limited cone, and light that misses the lens carries away information about fine mask detail. Two masks that differ only in this lost detail cannot be told apart by their images. The question is which differences are lost, and whether they still exist when the mask must be something that can be made, such as a pattern of fully clear and fully opaque regions.

### The image of a thin mask

All lengths are measured at the wafer. If the reduction factor is $M$, a wafer length $x$ corresponds to a mask length $Mx$, and a wafer frequency $f$ to a mask frequency $f/M$. The mask is described by an amplitude transmission $t(\mathbf x)$ with spectrum

$$T(\mathbf f)=\int t(\mathbf x)\,e^{-2\pi i\mathbf f\cdot\mathbf x}\,d^2x. \tag{1}$$

For a periodic mask $T$ is a set of sharp lines and the integrals below become sums.

The source consists of mutually incoherent points. Each illuminates the mask with a plane wave $e^{2\pi i\mathbf s\cdot\mathbf x}$, where

$$|\mathbf s|\le \sigma\,\frac{\mathrm{NA}}{\lambda}. \tag{2}$$

Here $\lambda$ is the vacuum wavelength, NA the numerical aperture on the wafer side, and $\sigma$ the outer filling factor of the source. The thin-mask assumption is that the field just behind the mask is $t(\mathbf x)e^{2\pi i\mathbf s\cdot\mathbf x}$, with the same $t$ for every $\mathbf s$. By (1), the spectrum of this field is $T(\mathbf f'-\mathbf s)$.

The lens multiplies each plane-wave component by a pupil function $P(\mathbf f')$, which obeys

$$P(\mathbf f')=0\quad\text{for}\quad |\mathbf f'|>\frac{\mathrm{NA}}{\lambda}. \tag{3}$$

Inside this disc $P$ may contain any aberration, defocus phase or attenuation. The image field from one source point is therefore

$$E_{\mathbf s}(\mathbf x)=\int P(\mathbf f')\,T(\mathbf f'-\mathbf s)\,e^{2\pi i\mathbf f'\cdot\mathbf x}\,d^2f'.$$

Substituting $\mathbf f'=\mathbf f+\mathbf s$ gives

$$E_{\mathbf s}(\mathbf x)=e^{2\pi i\mathbf s\cdot\mathbf x}\int P(\mathbf f+\mathbf s)\,T(\mathbf f)\,e^{2\pi i\mathbf f\cdot\mathbf x}\,d^2f. \tag{4}$$

Intensities of incoherent source points add. With source weight $S(\mathbf s)\ge0$, and because the prefactor in (4) has modulus one,

$$I(\mathbf x)=\int S(\mathbf s)\left|\int P(\mathbf f+\mathbf s)\,T(\mathbf f)\,e^{2\pi i\mathbf f\cdot\mathbf x}\,d^2f\right|^2d^2s. \tag{5}$$

### Frequencies that never reach the wafer

Let a second mask be $t'=t+\delta$, and let the spectrum of $\delta$ be confined to

$$|\mathbf f|>f_c,\qquad f_c=\frac{\mathrm{NA}}{\lambda}(1+\sigma). \tag{6}$$

For any source point, the triangle inequality applied to $\mathbf f=(\mathbf f+\mathbf s)-\mathbf s$ gives $|\mathbf f|\le|\mathbf f+\mathbf s|+|\mathbf s|$. With (2) and (6),

$$|\mathbf f+\mathbf s|\ \ge\ |\mathbf f|-|\mathbf s|\ >\ \frac{\mathrm{NA}}{\lambda}(1+\sigma)-\sigma\frac{\mathrm{NA}}{\lambda}=\frac{\mathrm{NA}}{\lambda}. \tag{7}$$

By (3), $P(\mathbf f+\mathbf s)=0$ at every frequency present in $\delta$. The change contributes nothing to (4), for any source point. Each field is unchanged, and so is the total intensity (5). No expansion in the size of $\delta$ has been made.

It might seem that two high frequencies $\mathbf f_1$ and $\mathbf f_2$ could beat and leave a trace at the low frequency $\mathbf f_1-\mathbf f_2$. Such a beat does occur in $|t|^2$, but the lens filters the amplitude before the resist responds to intensity. Multiplying out the square in (5) shows this:

$$I(\mathbf x)=\iint C(\mathbf f_1,\mathbf f_2)\,T(\mathbf f_1)T^*(\mathbf f_2)\,e^{2\pi i(\mathbf f_1-\mathbf f_2)\cdot\mathbf x}\,d^2f_1d^2f_2,$$

$$C(\mathbf f_1,\mathbf f_2)=\int S(\mathbf s)\,P(\mathbf f_1+\mathbf s)\,P^*(\mathbf f_2+\mathbf s)\,d^2s. \tag{8}$$

By (7), $C$ vanishes if either frequency exceeds $f_c$. Equation (8) also separates two bandwidths. The mask is seen up to $f_c$, which depends on $\sigma$. The image contains frequencies up to $2\mathrm{NA}/\lambda$, because $\mathbf f_1+\mathbf s$ and $\mathbf f_2+\mathbf s$ must both lie in a disc of that diameter. For coherent on-axis illumination, $\sigma=0$, the mask limit is $\mathrm{NA}/\lambda$; for $\sigma=1$ it is $2\mathrm{NA}/\lambda$.

The argument survives a change from scalar to vector imaging as long as the mask stays thin. Each field component then has its own pupil function, and all of them vanish outside the disc. A stack of uniform films on the wafer also acts separately on each plane wave, so it only changes the pupil functions.

### What happens below the limit

The condition (6) is sufficient. It is not necessary, because $t'=e^{i\varphi}t$ with constant $\varphi$ gives the same intensity although it changes the spectrum below $f_c$. Apart from such special cases, a frequency below $f_c$ is visible if some source point shifts it into the pupil and the resulting field change alters the summed intensity. A source that fills only part of the disc (2) may leave further frequencies unseen in some directions.

The limit can be tested without using mask spectra. In one dimension the field is a convolution of the illuminated mask with the point-spread function $h$, the Fourier transform of the pupil:

$$E_s(x)=\int h(x')\,t(x-x')\,e^{2\pi i s(x-x')}\,dx'. \tag{9}$$

Take $\lambda=193.4$ nm, $\mathrm{NA}=1.35$ and six source points at $\pm0.6$, $\pm0.75$ and $\pm0.9$ times $\mathrm{NA}/\lambda$, so that $\sigma=0.9$. The pupil is $(1-u^2)^4$ with $u=f\lambda/\mathrm{NA}$, chosen because its point-spread function decays quickly. The mask is $t=0.5+0.3\cos(2\pi x/p)$ with $p=240$ nm. A ripple of amplitude 0.1 at $1.02f_c$ changes the image by $2.7\times10^{-10}$ of its peak, which is numerical error. The same ripple at $0.80f_c$ changes it by 0.022 of the peak.

### A change confined above the limit is never local

When the ripple at $1.02f_c$ is cut off outside $|x|<360$ nm, the image changes by about 0.045 of the peak. (The numerical output gives 0.047, because its 2 nm sampling places the cut at 359 nm.) The cut has given the ripple a spectrum that extends below $f_c$. This cannot be avoided by a gentler cut.

To see why, let $\delta$ be bounded and zero for $|\mathbf x|>R$. Its spectrum

$$D(\mathbf f)=\int_{|\mathbf x|<R}\delta(\mathbf x)\,e^{-2\pi i\mathbf f\cdot\mathbf x}\,d^2x
=\sum_{n=0}^{\infty}\frac{(-2\pi i)^n}{n!}\int_{|\mathbf x|<R}\delta(\mathbf x)\,(\mathbf f\cdot\mathbf x)^n\,d^2x \tag{10}$$

is a power series in the components of $\mathbf f$. It converges for all $\mathbf f$, because the $n$th integral is at most a constant times $(|\mathbf f|R)^n$. If $D$ vanishes for $|\mathbf f|\le f_c$, all its derivatives at $\mathbf f=0$ vanish, hence every term of the series vanishes and $D=0$ everywhere. Inverting the transform gives $\delta=0$.

A nonzero change that satisfies (6) must therefore extend without limit, as a periodic change does. A local change can have a very small effect, but it cannot meet (6). This does not prove that every local change alters the intensity, since (6) is not a necessary condition.

### Periodic masks with room to change

From here on the mask consists of lines parallel to $y$, with transmission $t(x)$ of period $p$, and the source points lie in the $x$ direction. The diffraction orders are

$$t_k=\frac1p\int_0^p t(x)\,e^{-2\pi ikx/p}\,dx, \tag{11}$$

at frequencies $k/p$. Let $K$ be the largest integer with $K/p\le f_c$. An invisible change will mean a nonzero $\delta(x)$ of period $p$ whose orders satisfy

$$\delta_k=0\quad\text{for}\quad |k|\le K. \tag{12}$$

For real $\delta$, $\delta_{-k}=\delta_k^*$. Condition (12) is then one real equation for $k=0$ and two for each $k=1,\dots,K$, in total $2K+1$.

Suppose that on some interval the transmission can be both raised and lowered by at least $\epsilon>0$ without leaving its permitted range. Divide this interval into $2K+2$ pieces and let $\delta$ take a constant value $c_i$ on piece $i$ and zero elsewhere. Equation (12) gives $2K+1$ homogeneous linear equations for $2K+2$ real numbers, so a nonzero solution exists. Scaling it until $\max|c_i|\le\epsilon$ makes the new mask permissible. Finer division gives any number of independent invisible changes.

This covers two cases. A mask with a grey region, where $0<t<1$ with a margin, is never determined by its visible orders. Neither is a clear-and-opaque mask with an opaque interval if the permitted range is $-1\le t\le1$, because the opaque regions may then be given either sign. Negative $t$ means light shifted in phase by $\pi$.

### Binary masks that are rigid

A binary mask with permitted range $0\le t\le1$ has no such room. Where $t=1$ the change must satisfy $\delta\le0$, and where $t=0$ it must satisfy $\delta\ge0$. The simplest example is the fully clear mask. There $\delta\le0$ everywhere, while (12) with $k=0$ requires zero mean, so $\delta=0$.

The same reasoning extends to a mask with $N$ openings per period. Let its $2N$ edges be $x_1<x_2<\dots<x_{2N}<x_1+p$, and define

$$q(x)=\pm\prod_{j=1}^{2N}\sin\frac{\pi(x-x_j)}{p}. \tag{13}$$

Two factors combine as

$$\sin\frac{\pi(x-x_1)}{p}\,\sin\frac{\pi(x-x_2)}{p}
=\frac12\left[\cos\frac{\pi(x_2-x_1)}{p}-\cos\frac{\pi(2x-x_1-x_2)}{p}\right], \tag{14}$$

which contains only harmonics 0 and $\pm1$ of the period $p$. The product of $N$ such pairs contains only harmonics $|m|\le N$, so $q(x)=\sum_{|m|\le N}q_me^{2\pi imx/p}$. Each factor in (13) has one simple zero per period. Thus $q$ changes sign at every edge and nowhere else, and the overall sign can be chosen so that $q>0$ in the openings and $q<0$ outside them.

Now let $N\le K$, and let $t'=t+\delta$ satisfy $0\le t'\le1$ and (12). Then

$$\int_0^p\delta(x)\,q(x)\,dx=p\sum_{|m|\le N}q_m\,\delta_{-m}=0. \tag{15}$$

In the openings $\delta\le0$ and $q>0$; outside them $\delta\ge0$ and $q<0$. The integrand is nowhere positive and its integral is zero, so it vanishes apart from sets of zero length. Since $q$ is zero only at the edges, $\delta=0$.

A binary mask with $N\le K$ openings per period thus admits no invisible change among masks with $0\le t\le1$, grey ones included. An ordinary line-and-space mask, $N=1$, is rigid in this sense as soon as its first order lies within $f_c$. The result does not exclude a mask with different visible orders that happens to give the same intensity.

## 2. Families of binary masks with one image

The symbols carried over are these. A mask of period $p$ has $N$ openings and edges $x_1<\dots<x_{2N}$, with odd $j$ for left edges of openings and even $j$ for right edges. Its orders $t_k$ are defined by (11). The lens and source see frequencies up to $f_c=\mathrm{NA}(1+\sigma)/\lambda$, and $K$ is the largest integer with $K/p\le f_c$. Masks with equal $t_k$ for $|k|\le K$ have the same thin-mask image. For $N\le K$ no other mask with $0\le t\le1$ shares these orders.

### Counting the free directions

For $N\ge K+1$ the proof of rigidity fails, because $q$ in (13) contains harmonics that the lens does not see. It remains to show that other binary masks really exist. Integrating (11) over an opening from $a$ to $b$ gives, for $k\ne0$,

$$t_k=\sum_{\text{openings}}\frac{e^{-2\pi ika/p}-e^{-2\pi ikb/p}}{2\pi ik},\qquad t_0=\sum_{\text{openings}}\frac{b-a}{p}. \tag{16}$$

Differentiating with respect to a right edge $b$ gives $+e^{-2\pi ikb/p}/p$, and with respect to a left edge $a$ gives $-e^{-2\pi ika/p}/p$. With $s_j=(-1)^j$, which is $-1$ for left edges and $+1$ for right edges, both results read

$$\frac{\partial t_k}{\partial x_j}=\frac{s_j}{p}\,e^{-2\pi ikx_j/p}, \tag{17}$$

also for $k=0$. If the edges move with velocities $v_j$ along some path, the visible orders stay constant when

$$\sum_{j=1}^{2N}s_jv_j\,z_j^{\,k}=0\quad(|k|\le K),\qquad z_j=e^{-2\pi ix_j/p}. \tag{18}$$

These are $2K+1$ real equations for $2N$ real velocities. They are independent. To show it, select any $2K+1$ edges and form the square matrix with elements $z_j^{\,k}$, $k=-K,\dots,K$. Taking the factor $z_j^{-K}$ out of each column leaves the powers $0,\dots,2K$, a Vandermonde matrix. The determinant is

$$\prod_j z_j^{-K}\prod_{i<j}(z_j-z_i)\ne0, \tag{19}$$

because distinct edges within one period have distinct $z_j$. The rows for $k$ and $-k$ are invertible combinations of a cosine row and a sine row, so the real equations also have rank $2K+1$.

The implicit function theorem now applies. Near the given mask, $2K+1$ of the edges can be expressed as smooth functions of the others so that all visible orders stay fixed. The mask belongs to a continuous family of binary masks with

$$2N-(2K+1)=2N-2K-1 \tag{20}$$

free parameters. Sufficiently small moves keep the edges in order, so the neighbours are proper binary masks. For $K=3$, differentiating the visible orders numerically gives 0, 1 and 3 free directions for masks with 3, 4 and 5 openings, in agreement with rigidity and (20).

A binary mask with $N\le K$ openings per period shares its visible orders with no other mask in the range $0\le t\le1$, while one with $N\ge K+1$ belongs to a continuous family of binary masks with $2N-2K-1$ free parameters and the same thin-mask image. It remains to find how the edges move when there is a single free parameter, to measure the freedom in an example, and to see how mask thickness breaks the equality of the images.

Numerical values quoted here were computed with a short program.
